# Room-Temperature Screening Length in Heavily Doped Silicon

## Problem

Silicon holds $n=10^{19}$ mobile electrons per cubic centimetre at $T=300$ K. The electrons fill six equivalent ellipsoidal valleys with masses $m_l=0.92\,m$ and $m_t=0.19\,m$. The lattice dielectric constant is $\kappa=11.7$. These are rough usual values. Treat the electrons as an ideal gas responding to the mean electrostatic potential, and the donors as a rigid uniform background.

(a) Express the static long-wave screening length $\lambda$ by Fermi-Dirac integrals and compute it.

(b) Compute the Debye and the zero-temperature Thomas-Fermi lengths, with their errors relative to $\lambda$.

(c) Show that neither limit can overestimate $\lambda$ at $T>0$.

(d) Estimate what the ideal, long-wave treatment leaves out.

Gaussian units are used. For numbers, $e^2=1.440$ eV nm, $\hbar^2/2m=0.03810$ eV nm$^2$, $kT=25.85$ meV and $n=0.01$ nm$^{-3}$.

## Hints

1. Rescale the wave-vector axes so that each ellipsoid becomes a sphere. Which mean mass appears?
2. A slowly varying potential $\phi$ changes the local density to $n(\mu+e\phi)$. Linearize this in Poisson's equation.
3. Both limits follow from one quantity, $n/(\partial n/\partial\mu)$. Find its value for a dilute gas and for a filled Fermi sphere.
4. For (c), compare $f(1-f)$ with $f$. Then write the density of states as a function of the number of states below the same energy, and look at its curvature.
5. For (d), compare $\lambda$ with the electron spacing and the thermal wavelength.

## Solution

### Density

Measure energy from the band edge. In one valley

$$E=\frac{\hbar^2}{2}\left(\frac{k_l^2}{m_l}+\frac{k_{t1}^2+k_{t2}^2}{m_t}\right).$$

Set $k_i=p_i\sqrt{m_i/m_d}$ with $m_d=(m_lm_t^2)^{1/3}=0.3214\,m$. The Jacobian is $\sqrt{m_lm_t^2/m_d^3}=1$, and $E=\hbar^2p^2/2m_d$. With six valleys and two spins,

$$n=12\int\frac{d^3p}{(2\pi)^3}f=\frac{12}{2\pi^2}\int_0^\infty p^2f\,dp,\qquad f=\frac1{e^{x-\eta}+1},$$

where $x=E/kT$ and $\eta=\mu/kT$. Define the thermal wavelength by $\Lambda^2=2\pi\hbar^2/(m_dkT)$. Then $x=\Lambda^2p^2/4\pi$ and $p^2dp=(4\pi^{3/2}/\Lambda^3)\,x^{1/2}dx$. Hence

$$n=N_cF_{1/2}(\eta),\qquad N_c=\frac{12}{\Lambda^3},\qquad F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty x^jf\,dx,$$

because $\Gamma(3/2)=\sqrt\pi/2$. Here $\Lambda=7.590$ nm, so $N_c=0.02744$ nm$^{-3}=2.744\times10^{19}$ cm$^{-3}$.

### Screening

An electron has potential energy $-e\phi$, so a positive $\phi$ attracts electrons and the local density becomes $n(\mu+e\phi)$. The background cancels the unperturbed density. Outside any added charge,

$$\kappa\nabla^2\phi=4\pi e\,[n(\mu+e\phi)-n(\mu)]\simeq4\pi e^2\frac{\partial n}{\partial\mu}\phi .$$

This is $\nabla^2\phi=\phi/\lambda^2$ with $\lambda^{-2}=(4\pi e^2/\kappa)\,\partial n/\partial\mu$. For a point charge $Q$, put $\phi=u(r)/r$. Then $u''=u/\lambda^2$. Discarding the growing solution and matching the bare field at $r\to0$ gives $\phi=Qe^{-r/\lambda}/(\kappa r)$.

To differentiate $n$, use $\partial f/\partial\eta=-\partial f/\partial x$ and integrate by parts:

$$\frac{dF_{1/2}}{d\eta}=\frac{1}{\Gamma(3/2)}\int_0^\infty\frac{x^{-1/2}}2f\,dx=F_{-1/2},$$

since $\Gamma(3/2)=\frac12\Gamma(1/2)$. Thus $\partial n/\partial\mu=N_cF_{-1/2}/kT$, and eliminating $N_c$ gives

$$\boxed{\lambda^2=\frac{\kappa kT}{4\pi e^2n}\,\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)}}$$

The masses enter through $m_d$ alone, so this long-wave length is the same in all directions.

### Numbers for (a)

We need $F_{1/2}(\eta)=n/N_c=0.3644$. For $z=e^\eta<1$, expanding $f=\sum_{l\ge1}(-1)^{l+1}z^le^{-lx}$ and integrating term by term gives

$$F_j=\sum_{l\ge1}(-1)^{l+1}\frac{z^l}{l^{\,j+1}}.$$

Two terms of $F_{1/2}$ give $\eta\simeq\ln(n/N_c)+(n/N_c)/\sqrt8=-0.881$. The numerical root is $\eta=-0.8812$: the chemical potential lies 22.8 meV below the band edge. With $z=0.4143$,

$$F_{-1/2}=0.4143-0.1214+0.0411-0.0147+\dots=0.3232,$$

so $F_{1/2}/F_{-1/2}=1.1276$. The prefactor is

$$\frac{\kappa kT}{4\pi e^2n}=\frac{11.7\times0.02585}{4\pi\times1.440\times0.01}\ \mathrm{nm^2}=1.671\ \mathrm{nm^2}.$$

Therefore $\lambda=\sqrt{1.671\times1.1276}$ nm $=1.373$ nm, or $1.373\times10^{-7}$ cm.

The formula can be checked separately. The nonlinear Poisson equation was solved for a planar surface held at $e\phi=10^{-3}kT$. The decay of its potential between depths of one and three Debye lengths gives 1.3728 nm, against 1.3729 nm from the formula. So small a potential confirms the linearized result, but does not show how far linearization holds for stronger potentials.

### Debye limit

For $z\ll1$ both integrals tend to $z$, so

$$\lambda_D^2=\frac{\kappa kT}{4\pi e^2n},\qquad\lambda_D=1.293\ \mathrm{nm}.$$

Its error is $(\lambda_D-\lambda)/\lambda=-5.8\%$. The next term of the series shows why the error is modest:

$$\frac{F_{1/2}}{F_{-1/2}}\simeq\frac{1-z/2^{3/2}}{1-z/2^{1/2}}\simeq1+\frac{z}{\sqrt8}\simeq1+\frac1{\sqrt8}\frac n{N_c}.$$

Here the correction to $\lambda^2$ is $0.3644/2.828=0.129$. The corrected length is 1.374 nm, within 0.1% of the full result. Physically, Pauli exclusion makes the gas harder to compress than a classical gas, and a stiffer gas screens less.

### Thomas-Fermi limit

At $T=0$ the twelve spin-valley spheres are filled to $k_F$:

$$n=\frac{12}{(2\pi)^3}\frac{4\pi k_F^3}3=\frac{2k_F^3}{\pi^2},\qquad E_F=\frac{\hbar^2}{2m_d}\left(\frac{\pi^2n}2\right)^{2/3}=15.95\ \mathrm{meV}.$$

Since $n\propto E_F^{3/2}$, we have $\partial n/\partial\mu=3n/(2E_F)$. Thus

$$\lambda_{TF}^2=\frac{\kappa}{4\pi e^2n}\,\frac{2E_F}3,\qquad\lambda_{TF}=0.829\ \mathrm{nm},$$

with an error of $-39.6\%$. In effect the energy $n/(\partial n/\partial\mu)=kT\,F_{1/2}/F_{-1/2}=29.1$ meV has been replaced by $2E_F/3=10.6$ meV. The dopant density is high, but $kT/E_F=1.62$, so the gas is far from degenerate. Six valleys share the electrons, which keeps $E_F$ low.

The leading thermal correction follows from $F_{1/2}=\frac4{3\sqrt\pi}\int x^{3/2}(-\partial f/\partial x)\,dx$. For $\eta\gg1$ the weight is a narrow peak at $\eta$ with variance $\pi^2/3$. Expanding $x^{3/2}$ to second order about $\eta$, and then differentiating, gives

$$F_{1/2}\simeq\frac{4\eta^{3/2}}{3\sqrt\pi}\left(1+\frac{\pi^2}{8\eta^2}\right),\qquad F_{-1/2}\simeq\frac{2\eta^{1/2}}{\sqrt\pi}\left(1-\frac{\pi^2}{24\eta^2}\right).$$

Their ratio is $\frac23\eta\,(1+\pi^2/6\eta^2)$. At fixed $n$, with $\eta_F=E_F/kT$, the first expansion requires $\eta\simeq\eta_F(1-\pi^2/12\eta_F^2)$. Hence

$$\frac{\lambda^2}{\lambda_{TF}^2}\simeq1+\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2 .$$

In our case the "small" correction is 2.16. The resulting 1.47 nm is not far from $\lambda$, but an expansion whose first correction exceeds its leading term gives no control over the error.

### Why both limits are too short

For the Debye bound, $kT\,\partial f/\partial\mu=f(1-f)<f$. Summing over states gives $kT\,\partial n/\partial\mu<n$, so $\lambda>\lambda_D$.

For the other bound, let $N(E)=AE^{3/2}$ be the number of states per volume below $E$, with $N=0$ for $E<0$. The density of states is $g=N'=\frac32A^{2/3}N^{1/3}$. Integration by parts, and differentiation with respect to $\mu$, give

$$n=\int N\left(-\frac{\partial f}{\partial E}\right)dE,\qquad\frac{\partial n}{\partial\mu}=\int g\left(-\frac{\partial f}{\partial E}\right)dE .$$

The weight $-\partial f/\partial E$ is positive and integrates to one over the whole energy line. Both integrals are therefore averages. The cube root is concave, so the average of $N^{1/3}$ is less than the cube root of the average of $N$, which is $n^{1/3}$. Since $N(E_F)=n$,

$$\frac{\partial n}{\partial\mu}<\frac32A^{2/3}n^{1/3}=g(E_F)=\frac{3n}{2E_F},$$

and $\lambda>\lambda_{TF}$. Within the ideal gas, two underestimates need no further comparison: the longer one is the better. Interactions can break these bounds. The exchange estimate below gives 1.26 nm, which is less than $\lambda_D$.

### What the ideal length leaves out

The sphere containing one electron on average has radius $a=(3/4\pi n)^{1/3}=2.88$ nm, about twice $\lambda$. A sphere of radius $\lambda$ contains 0.11 electron on average. Thus $\lambda$ describes an averaged response, not a cloud of many electrons around each donor. At $r=\lambda$ the local formula gives a screened donor energy $e^2e^{-1}/(\kappa\lambda)=1.28\,kT$, and the finite-wavelength response described next raises it to $1.52\,kT$ with the isotropic mass $m_d$, or $1.56\,kT$ averaged over directions for the true ellipsoids. Linearization is therefore also poor near a donor.

**Finite wavelength.** Since $\Lambda=7.6$ nm exceeds $\lambda$, the density cannot follow a potential varying over $\lambda$ as a local gas would. Apply a weak potential energy with Fourier amplitude $U_q$. To first order, state $\mathbf k$ acquires amplitude $U_q/(E_k-E_{k+q})$ in $\mathbf k+\mathbf q$ and $U_q^*/(E_k-E_{k-q})$ in $\mathbf k-\mathbf q$. Adding their contributions to the density, and shifting $\mathbf k$ by $\mathbf q$ in the second sum, gives $\delta n_q=-\Pi(q)U_q$ with

$$\Pi(q)=12\int\frac{d^3k}{(2\pi)^3}\frac{f_k-f_{k+q}}{E_{k+q}-E_k}.$$

As $q\to0$ this becomes $\partial n/\partial\mu$. With the isotropic mass $m_d$, $\Pi(1/\lambda)=0.73\,\Pi(0)$. The true ellipsoids give 0.69 along [100] and 0.67 along [111].

Poisson's equation now reads $\kappa q^2\phi_q=4\pi(Q-e^2\Pi\phi_q)$. Write $y=4\pi e^2\Pi/(\kappa q^2)$. Subtracting the bare potential and integrating over $\mathbf q$, the induced potential at the charge is

$$\phi_{\rm ind}(0)=-\frac{Q}{\kappa\lambda_{\rm eff}},\qquad\frac1{\lambda_{\rm eff}}=\frac2\pi\int_0^\infty\frac{y}{1+y}\,dq .$$

For constant $\Pi$, $y=1/(\lambda q)^2$ and the integral returns $1/\lambda$, half of it from $q>1/\lambda$. That half is where the true response is weakest. With the isotropic mass $\lambda_{\rm eff}=2.14$ nm, 56% longer than $\lambda$. For the true ellipsoids $y/(1+y)$ must be averaged over the directions of $\mathbf q$, which gives 2.19 nm, about 60% longer.

This matters for band-gap narrowing. In linear response the polarization grows in proportion to the charge, so charging a fixed point charge to $e$ lowers its energy by $e^2/(2\kappa\lambda)$. This classical stand-in for a minority hole gives 44.8 meV with $\lambda$, 47.6 meV with $\lambda_D$ and 74.2 meV with $\lambda_{TF}$. The finite-$q$ response gives 28.8 meV with the isotropic mass and 28.1 meV with the true ellipsoids. Close to a full charge $e$ the potential is too strong for linear response to be reliable, so these values compare linear screening models and do not predict the energy of a real hole. Nor is any of them the total gap narrowing, which also includes majority-carrier and donor contributions.

**Exchange.** For one spin and valley, with isotropic mass, let $\rho(r)=\int f e^{i\mathbf k\cdot\mathbf r}d^3k/(2\pi)^3$. The exchange energy per volume is

$$\mathcal E_x=-6\frac{e^2}\kappa\int_0^\infty4\pi r\rho^2\,dr .$$

Put $C(r)=\int_0^\infty f\cos kr\,dk$. The angular integral gives $\rho=-C'/(2\pi^2r)$. Because $f$ depends on $\Lambda^2k^2/4\pi-\eta$, $k\,\partial_\eta f=-(2\pi/\Lambda^2)\partial_kf$, and integration by parts gives $\partial_\eta\rho=C/(\pi\Lambda^2)$. Therefore

$$\frac{d\mathcal E_x}{d\eta}=\frac{24e^2}{\pi^2\kappa\Lambda^2}\int_0^\infty CC'\,dr=-\frac{12e^2}{\pi^2\kappa\Lambda^2}C(0)^2 .$$

With $C(0)=\pi F_{-1/2}/\Lambda$ and $dn/d\eta=12F_{-1/2}/\Lambda^3$, the first-order exchange potential is

$$\mu_x=\frac{d\mathcal E_x}{dn}=-\frac{e^2}{\kappa\Lambda}F_{-1/2}(\eta)=-5.2\ \mathrm{meV}.$$

Its density derivative reduces $\partial\mu/\partial n$ to 0.840 of the ideal value. As $\lambda^2\propto\partial\mu/\partial n$, the length falls by 8.3%, to 1.26 nm. For the true ellipsoids, rescaling the axes multiplies the exchange energy by 0.949, which gives $\mu_x=-5.0$ meV, a ratio of 0.849 and a length of 1.265 nm.

**Correlation.** The coupling $e^2/(\kappa akT)=1.65$ is not small, so the following is an estimate of size. Let $v=4\pi e^2/\kappa q^2$ and scale the interaction by $s$. In the mean-field response, the density fluctuation per volume is $kT\sum_m\Pi_m/(1+sv\Pi_m)$. Here $\Pi_m$ is the response at imaginary frequency $2\pi imkT/\hbar$. Integrating the interaction energy over $s$ from 0 to 1, and removing the first-order part already counted, gives the ring free energy per volume

$$\mathcal F_r=\frac{kT}2\sum_m\int\frac{d^3q}{(2\pi)^3}\left[\ln(1+v\Pi_m)-v\Pi_m\right].$$

Including its second density derivative lowers the ratio to 0.751 and the length to 1.19 nm, 13% below $\lambda$, with the isotropic mass. The true ellipsoids give 0.764 and 1.20 nm. Electron-donor correlation and higher diagrams remain absent.

**Real silicon.** The density chosen corresponds to heavy doping and lies above the rough metal-insulator threshold of a few $10^{18}$ cm$^{-3}$. The masses and $\kappa$ are ordinary silicon values. A rough nonparabolicity of 0.5/eV changes $\lambda$ by only $-0.4\%$. The uniform background is a further idealization: real donors are discrete, and the effect of this on screening has not been computed here. With an isotropic mass and linear response, the two estimates above move the relevant length by $-13\%$ for slow variations and $+56\%$ at a point charge. They answer different questions and should not be added. The 5.8% Debye error is thus precise within the ideal-gas exercise, but smaller than either of these estimated corrections.

## Variation 1: Which limit at which density?

*At 300 K, where do the two limits exchange rank?*

They are equal when $kT=2E_F/3$, or $\eta_F=3/2$. At zero temperature the leading form of $F_{1/2}$ gives $n/N_c=4\eta_F^{3/2}/(3\sqrt\pi)$, so

$$n_\times=\frac4{3\sqrt\pi}\left(\frac32\right)^{3/2}N_c=1.382\,N_c=3.79\times10^{19}\ \mathrm{cm^{-3}}.$$

Both errors are then $-17.5\%$. On a scan of 45 densities from $10^{16}$ to $3\times10^{21}$ cm$^{-3}$, the Debye error grows steadily in size and the Thomas-Fermi error shrinks. Within this model and range, the better limit is therefore at its worst at $n_\times$.

The Debye error reaches $-5\%$ at $8.5\times10^{18}$ cm$^{-3}$. The Thomas-Fermi error falls to $-5\%$ at $1.2\times10^{20}$ cm$^{-3}$. Between these densities neither limit is good to 5%. At $10^{20}$ cm$^{-3}$, for example, $\lambda=0.603$ nm and the errors are $-32.2\%$ and $-6.3\%$.

All errors in this variation are relative to the ideal-gas length with parabolic bands. At $10^{20}$ cm$^{-3}$ first-order exchange alone would shorten that length to about 0.52 nm with the isotropic mass (0.53 nm with the true ellipsoids), below $\lambda_{TF}=0.565$ nm. A nonparabolicity of 0.5/eV alone would shorten it by 3%. The densities above therefore do not say which limit is accurate in real silicon.

## Variation 2: Cooling the same electron gas

*Keep $n=10^{19}$ cm$^{-3}$, the masses and $\kappa$ fixed. What changes at 77 K?*

The Fermi energy remains 15.95 meV, while $kT$ falls to 6.64 meV. Now $kT<2E_F/3=10.63$ meV, so Thomas-Fermi is the better limit for the ideal gas. The full ideal-gas calculation gives $\lambda=0.908$ nm, with a Debye error of $-27.9\%$ and a Thomas-Fermi error of $-8.7\%$. This ranking should not be carried over to real silicon: first-order exchange alone would shorten the length to about 0.63 nm with the isotropic mass, or 0.647 nm with the true ellipsoids. That is well below $\lambda_{TF}=0.829$ nm and close to $\lambda_D=0.655$ nm. This term removes about half of $\partial\mu/\partial n$, so it shows that interactions matter but does not give a reliable length.

The rank changes at $T=300\times10.63/25.85\simeq123$ K. The errors there are again $-17.5\%$, because both length ratios depend on $kT/E_F$ alone. At 400 K the gas is more nearly classical: $\lambda=1.554$ nm, and the errors are $-3.9\%$ and $-46.6\%$. Holding $n$ fixed assumes that cooling does not return electrons to the donors. If some were captured, the mobile density would have to be found before this calculation could be used.

## Computed values

```
inputs: n = 1.00e+19 cm^-3, T = 300 K, kappa = 11.7
masses: ml = 0.92, mt = 0.19, md = 0.3214 free-electron masses
e^2 = 1.43996 eV nm; hbar^2/(2m) = 0.038100 eV nm^2
kT = 25.852 meV; thermal wavelength = 7.590 nm
Nc = 2.7439e+19 cm^-3; n/Nc = 0.3644
eta = -0.8812; mu-Ec = -22.78 meV
F_1/2 = 0.36444; F_-1/2 = 0.32321
F_1/2/F_-1/2 = 1.12756
zero-temperature EF = 15.947 meV; kT/EF = 1.621
Fermi-Dirac length = 1.3729 nm = 1.3729e-07 cm
Debye length = 1.2929 nm; error = -5.83 %
Thomas-Fermi length = 0.8291 nm; error = -39.61 %
length from Poisson solution = 1.3728 nm
Debye with first correction = 1.3737 nm
TF with first correction = 1.4742 nm
n=1e+17 cm^-3: length 12.937 nm, Debye error -0.06 %, TF error -86.19 %
n=1e+18 cm^-3: length 4.115 nm, Debye error -0.64 %, TF error -70.42 %
n=1e+19 cm^-3: length 1.373 nm, Debye error -5.83 %, TF error -39.61 %
n=1e+20 cm^-3: length 0.603 nm, Debye error -32.21 %, TF error -6.34 %
limits equal at n = 3.792e+19 cm^-3; error there = -17.54 %
Debye error -5 % at n = 8.456e+18 cm^-3
TF error -5 % at n = 1.200e+20 cm^-3
T=77 K, same n: length 0.908 nm, Debye error -27.87 %, TF error -8.70 %
T=400 K, same n: length 1.554 nm, Debye error -3.91 %, TF error -46.64 %
point-charge shift e^2/(2 kappa length), Fermi-Dirac: 44.82 meV
point-charge shift e^2/(2 kappa length), Debye: 47.60 meV
point-charge shift e^2/(2 kappa length), Thomas-Fermi: 74.22 meV
Effects outside the ideal long-wave linear model:
electron-sphere radius = 2.879 nm
electrons in sphere of radius lambda = 0.108
Coulomb coupling e^2/(kappa radius kT) = 1.653
screened donor energy at r=lambda = 1.276 kT
response at q=1/lambda over q=0, isotropic: 0.7251
response at q=1/lambda over q=0, [100]: 0.6861
response at q=1/lambda over q=0, [111]: 0.6706
finite-q effective length at point charge = 2.1391 nm (+55.8 %)
finite-q point-charge shift = 28.77 meV
exchange potential = -5.24 meV
d(mu)/dn over ideal: exchange 0.840; exchange+ring 0.751
length with exchange = 1.259 nm (-8.3 %)
length with exchange+ring = 1.190 nm (-13.3 %)
nonparabolicity 0.5 /eV: length = 1.3671 nm (-0.42 %)
```
